**Field exponent and peak field at sharp and rounded conducting corners**

For a dielectric angle $\beta$ between two conducting faces, the leading field is $Kr^{\nu-1}$ with $\nu=\pi/\beta$, where $r$ is the distance from the corner and $K$ is set by the surrounding device. A circular rounding of small radius $R$ gives the finite peak $gKR^{\nu-1}$, where $g$ depends on $\beta$. The program asserts the exponent on finite-difference solutions for five angles, with space charge for the four convex metal corners, and for one odd outer potential. It compares $g$ with boundary-element solutions of charged polygons: the output shows 1.7461 against 1.7462 at 270° and 1.8195 against 1.8204 at 300°. It also asserts the power of $R$ in the peak field and the exponent $-1/5$ left by chamfering a square corner. For the field plate, it integrates the conformal map to test the spacing and the sharp-edge amplitude. With 100 V across 500 nm and a field allowance of 500 V/µm, the least edge radius is 37 nm in the full solution and 36 nm in the small-radius law.

## Program and output

```python
"""Field at a conducting corner, sharp or rounded, in two dimensions.

Result under test: with dielectric angle beta and nu = pi/beta, the face field
is K*r**(nu-1). A circular rounding of radius R gives the finite peak
g*K*R**(nu-1); a flat chamfer leaves divergent corners.
gamma = beta/pi - 1 is the total turn of the metal surface divided by pi.
mu(t) is the turn density on the real axis of the mapping plane, and
U(t) = integral of mu(s)*log|t-s| ds.
The plate example has voltage V and spacing h above a grounded plane.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

pi = np.pi


def measured_exponent(beta, charge=0.0, odd=False):
    """Solve Poisson's equation on a log-radial grid; return face-field slope."""
    n_t, n_a, t_min = 320, 48, -16.0
    dt, da = -t_min / n_t, beta / n_a
    t = t_min + dt * np.arange(1, n_t)
    angle = da * np.arange(1, n_a)

    def second(n, step):
        return diags([1.0, -2.0, 1.0], [-1, 0, 1], shape=(n, n)) / step**2

    matrix = (kron(second(n_t - 1, dt), identity(n_a - 1))
              + kron(identity(n_t - 1), second(n_a - 1, da))).tocsc()
    source = -charge * np.exp(2 * t)[:, None] * np.ones(n_a - 1)
    outer = np.ones(n_a - 1)
    if odd:
        outer = np.sign(np.round(beta / 2 - angle, 12))
    source[-1] -= outer / dt**2
    phi = spsolve(matrix, source.ravel()).reshape(n_t - 1, n_a - 1)
    i, j = np.argmin(abs(t + 9)), np.argmin(abs(t + 7))
    field = np.abs(phi[:, 0]) / (np.exp(t) * da)
    return np.log(field[j] / field[i]) / (t[j] - t[i])


def turning(lo, hi, gamma, weight, n=301):
    """Turn density of a circular arc, from mu proportional to weight*exp(U)."""
    edges = lo + (hi - lo) * (1 - np.cos(np.linspace(0, pi, n + 1))) / 2
    mids, width = (edges[1:] + edges[:-1]) / 2, np.diff(edges)

    def primitive(x):
        return x * np.log(np.abs(x)) - x

    kernel = (primitive(edges[None, 1:] - mids[:, None])
              - primitive(edges[None, :-1] - mids[:, None]))
    mu = np.full(n, gamma / (hi - lo))
    for _ in range(100):
        new = weight(mids) * np.exp(kernel @ mu)
        new *= gamma / np.sum(new * width)
        change = np.max(np.abs(new / mu - 1))
        mu = 0.5 * (mu + new)
    assert change < 1e-8
    return mids, width, mu, kernel @ mu


def arc_factor(beta):
    """Peak factor g of a circular arc, with a check of the lower bound on U."""
    nu, gamma = pi / beta, beta / pi - 1
    mids, width, mu, U = turning(-1, 1, gamma, np.ones_like)
    radius = np.mean(np.exp(U) / (pi * mu))
    largest_mu = 2**gamma / (pi * radius)
    assert mu.max() <= largest_mu
    assert U.min() >= gamma * (np.log(gamma / (2 * largest_mu)) - 1)
    return np.exp(-U.min()) * (radius / nu)**(1 - nu)


def polygon_field(m, size, chamfer=False, grade=8.0):
    """Boundary elements: regular m-gon of side 2 with treated corners.

    The total flux is 2*pi. Returns the field at the middle of the corner
    section, and distance and field along the side that follows it.
    """
    turn, n_side, n_arc = 2 * pi / m, 90, 81

    def graded(length):
        x = np.linspace(0, 1, n_side + 1)
        return np.diff(length * np.sinh(grade * x) / np.sinh(grade))

    side = graded(1 - size * np.tan(turn / 2))
    if chamfer:
        half = graded(size * np.sin(turn / 2))
        corner = np.concatenate([half, half[::-1]])
        heading = np.full(len(corner), turn / 2)
    else:
        step = turn / n_arc
        corner = np.full(n_arc, 2 * size * np.sin(step / 2))
        heading = step * (np.arange(n_arc) + 0.5)
    length = np.concatenate([side[::-1], corner, side])
    heading = np.concatenate([np.zeros(n_side), heading, np.full(n_side, turn)])
    direction = np.concatenate([np.exp(1j * (heading + k * turn)) for k in range(m)])
    lengths = np.tile(length, m)
    ends = np.cumsum(lengths * direction)
    assert abs(ends[-1]) < 1e-10
    starts = ends - lengths * direction
    middle = (starts + ends) / 2
    u = (middle[:, None] - starts[None, :]) * np.conj(direction)[None, :]
    v = u - lengths[None, :]
    influence = (u * np.log(u) - v * np.log(v)).real - lengths[None, :]
    n = len(lengths)
    system = np.zeros((n + 1, n + 1))
    system[:n, :n] = influence
    system[:n, n] = -1
    system[n, :n] = lengths
    right = np.zeros(n + 1)
    right[n] = 1
    field = 2 * pi * np.linalg.solve(system, right)[:n]
    first = n_side + len(corner)
    distance = np.cumsum(side) - side / 2
    return field[n_side + len(corner) // 2], distance, field[first:first + n_side]


def polygon_amplitude(m):
    """Amplitude K at a sharp corner of the same polygon, from its exact map."""
    gamma = 2 / m
    nu = 1 / (1 + gamma)
    integral = quad(lambda a: abs(2 * np.sin(m * a / 2))**gamma, 0, 2 * pi / m)[0]
    scale = 2 / integral * m**gamma
    return (scale * nu)**(1 - nu) / scale


def plate(log_width):
    """Rounded plate: radius/h, peak field/(V/h), and turn masses with places."""
    mids, width, mu, U = turning(1, 1 + np.exp(log_width), 0.5, lambda t: 1 / t)
    mass = mu * width
    U0 = np.sum(mass * np.log(mids))
    radius = np.mean(np.exp(U - U0) / (pi**2 * mids * mu))
    return radius, np.exp(U0 - U.min()), mass, mids


def plate_height(mass, place):
    """Height of the lower plate face divided by h, by integrating the map."""
    x, w = np.polynomial.legendre.leggauss(400)
    a = pi * (x + 1) / 2
    t = np.exp(1j * a)
    C = np.exp(-np.sum(mass * np.log(place))) / pi
    dz = 1j * C / t * np.exp(np.log(t[:, None] - place[None, :]) @ mass)
    return -np.sum(w * pi / 2 * dz * 1j * t).imag


print("Face-field exponents: dielectric angle, measured, pi/beta-1")
for degrees in (120, 225, 270, 315, 360):
    beta = np.radians(degrees)
    slope = measured_exponent(beta)
    assert abs(slope - (pi / beta - 1)) < 4e-3
    print(f"  {degrees} deg: {slope:.4f}, {pi / beta - 1:.4f}")
    if degrees > 180:
        charged = measured_exponent(beta, charge=20.0)
        assert abs(charged - (pi / beta - 1)) < 4e-3
        if degrees == 270:
            print(f"  270 deg with space charge, measured: {charged:.4f}")
odd_slope = measured_exponent(1.5 * pi, odd=True)
assert abs(odd_slope - 1 / 3) < 4e-3
print(f"  270 deg with odd outer potential, measured: {odd_slope:.4f}")

print("Circular-arc peak factor g (dimensionless)")
factors = {}
for degrees in (225, 270, 300, 315, 360):
    factors[degrees] = arc_factor(np.radians(degrees))
    print(f"  dielectric angle {degrees} deg: g = {factors[degrees]:.4f}")

print("Boundary-element check, radius/side = 0.002")
small = 0.004
for m, degrees in ((3, 300), (4, 270)):
    nu = 180 / degrees
    peak = polygon_field(m, small)[0]
    g_measured = peak * small**(1 - nu) / polygon_amplitude(m)
    assert abs(g_measured / factors[degrees] - 1) < 0.012
    print(f"  dielectric angle {degrees} deg: g = {g_measured:.4f}")
radius_slope = np.log(polygon_field(4, 4 * small)[0] / peak) / np.log(4)
assert abs(radius_slope + 1 / 3) < 0.01
print(f"  power of R in peak field, 270 deg: {radius_slope:.4f}")
_, distance, field = polygon_field(4, 0.3, chamfer=True, grade=12.0)
near = (distance > 1e-5) & (distance < 1e-4)
chamfer_slope = np.polyfit(np.log(distance[near]), np.log(field[near]), 1)[0]
assert abs(chamfer_slope + 0.2) < 0.01
print(f"  exponent left by chamfer of a square corner: {chamfer_slope:.4f}")

# Sharp plate: spacing, then field from a small potential difference.
assert abs(plate_height(np.array([0.5]), np.array([1.0])) - 1) < 1e-5
s, eps = 1e-4, 1e-8
edge_distance = quad(lambda q: 2 * q**2 / (pi * (1 + q**2)), 0, np.sqrt(s),
                     epsabs=1e-16)[0]
t_half = 1 + s + 0.5j * eps
gap = abs(np.sqrt(t_half - 1) / (pi * t_half) * eps)
direct_field = np.arctan2(eps, 1 + s) / pi / gap
K_reduced = (2 / (3 * pi))**(1 / 3)
assert abs(direct_field / (K_reduced * edge_distance**(-1 / 3)) - 1) < 1e-3

V, h_nm, allowance = 100.0, 500.0, 500.0
mean_field = V / (h_nm / 1000)
g = factors[270]
print("Field-plate example")
print(f"  voltage V = {V:.0f} V")
print(f"  spacing h = {h_nm:.0f} nm")
print(f"  field far under plate V/h = {mean_field:.1f} V/um")
print(f"  K/(V/h) = {K_reduced * h_nm**(1 / 3):.4f} nm^(1/3)")
for r_nm in (1.0, 10.0):
    sharp = mean_field * K_reduced * (r_nm / h_nm)**(-1 / 3)
    print(f"  sharp edge, leading field at r = {r_nm:.0f} nm: {sharp:.1f} V/um")
print("  Edge radius, full peak field, small-radius law, law/full - 1")
errors = []
for R_nm in (1.0, 5.0, 20.0, 50.0):
    root = brentq(lambda q: plate(q)[0] - R_nm / h_nm, -8, 2, xtol=1e-9)
    _, peak_ratio, mass, place = plate(root)
    assert abs(plate_height(mass, place) - 1) < 1e-4
    full = mean_field * peak_ratio
    law = mean_field * g * K_reduced * (R_nm / h_nm)**(-1 / 3)
    errors.append(law / full - 1)
    print(f"  {R_nm:.0f} nm: {full:.1f} V/um, {law:.1f} V/um, {100 * errors[-1]:.2f} %")
assert abs(errors[0]) < 5e-3 and abs(errors[0]) < abs(errors[-1])

root = brentq(lambda q: plate(q)[1] - allowance / mean_field, -8, 2, xtol=1e-9)
R_full = plate(root)[0] * h_nm
R_law = h_nm * 2 / (3 * pi) * (g * mean_field / allowance)**3
assert abs(R_law / R_full - 1) < 0.05
print(f"  field allowance = {allowance:.0f} V/um = {allowance / 100:.1f} MV/cm")
print(f"  least edge radius, full solution: {R_full:.2f} nm")
print(f"  least edge radius, small-radius law: {R_law:.2f} nm")
print("all tests passed")
```

Printed output:

```
Face-field exponents: dielectric angle, measured, pi/beta-1
  120 deg: 0.4994, 0.5000
  225 deg: -0.2002, -0.2000
  270 deg: -0.3334, -0.3333
  270 deg with space charge, measured: -0.3332
  315 deg: -0.4284, -0.4286
  360 deg: -0.4993, -0.5000
  270 deg with odd outer potential, measured: 0.3321
Circular-arc peak factor g (dimensionless)
  dielectric angle 225 deg: g = 1.5439
  dielectric angle 270 deg: g = 1.7461
  dielectric angle 300 deg: g = 1.8195
  dielectric angle 315 deg: g = 1.8461
  dielectric angle 360 deg: g = 1.9009
Boundary-element check, radius/side = 0.002
  dielectric angle 300 deg: g = 1.8204
  dielectric angle 270 deg: g = 1.7462
  power of R in peak field, 270 deg: -0.3330
  exponent left by chamfer of a square corner: -0.2001
Field-plate example
  voltage V = 100 V
  spacing h = 500 nm
  field far under plate V/h = 200.0 V/um
  K/(V/h) = 4.7342 nm^(1/3)
  sharp edge, leading field at r = 1 nm: 946.8 V/um
  sharp edge, leading field at r = 10 nm: 439.5 V/um
  Edge radius, full peak field, small-radius law, law/full - 1
  1 nm: 1653.4 V/um, 1653.3 V/um, -0.01 %
  5 nm: 967.3 V/um, 966.8 V/um, -0.05 %
  20 nm: 611.1 V/um, 609.1 V/um, -0.34 %
  50 nm: 453.8 V/um, 448.8 V/um, -1.12 %
  field allowance = 500 V/um = 5.0 MV/cm
  least edge radius, full solution: 36.98 nm
  least edge radius, small-radius law: 36.15 nm
all tests passed
```
